# Ionisation coefficients from electron and hole multiplication in a uniform avalanche region: a numerical check

```python
"""Ionisation coefficients from pure-injection avalanche gains.

Result under test, for a uniform region of width W:
  alpha = (Mn-1)/(Mn-Mp) * ln(Mn/Mp) / W   (electrons)
  beta  = (Mp-1)/(Mn-Mp) * ln(Mn/Mp) / W   (holes)
Mn, Mp: gains for electrons injected at x=0 and holes injected at x=W.
Electrons drift to +x, holes to -x. Lengths are in micrometres and
coefficients in 1/um unless a name says otherwise; 1/um = 1e4/cm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, root


def recover(gain_n, gain_p, width):
    if np.isclose(gain_n, gain_p, rtol=1e-7):
        value = (1 - 1 / gain_n) / width
        return value, value
    common = np.log(gain_n / gain_p) / (width * (gain_n - gain_p))
    return (gain_n - 1) * common, (gain_p - 1) * common


def inverse_gains(alpha, beta, width):
    """1/Mn and 1/Mp from the coupled current equations."""
    a = alpha if callable(alpha) else (lambda x: alpha)
    b = beta if callable(beta) else (lambda x: beta)

    def slope(x, j):
        g1 = a(x) * j[0] + b(x) * j[1]
        g2 = a(x) * j[2] + b(x) * j[3]
        return [g1, -g1, g2, -g2]
    sol = solve_ivp(slope, (0, width), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    n1, p1, n2, p2 = sol.y[:, -1]
    return p2 / (n1 * p2 - n2 * p1), p2


def simulate(alpha, beta, width, electron_at, hole_at, number, rng):
    """Mean gain and standard error from individual ionisation events."""
    ids = np.arange(number)
    none = np.array([], dtype=int)
    ex, ei = ((np.full(number, electron_at), ids)
              if electron_at is not None else (np.array([]), none))
    hx, hi = ((np.full(number, hole_at), ids)
              if hole_at is not None else (np.array([]), none))
    pairs = np.ones(number)
    while len(ex) + len(hx):
        ex = ex + rng.exponential(1 / alpha, len(ex))
        hx = hx - rng.exponential(1 / beta, len(hx))
        keep_e, keep_h = ex < width, hx > 0
        ex, ei, hx, hi = ex[keep_e], ei[keep_e], hx[keep_h], hi[keep_h]
        pairs += np.bincount(ei, minlength=number)
        pairs += np.bincount(hi, minlength=number)
        ex, ei, hx, hi = (np.concatenate((ex, ex, hx)),
                          np.concatenate((ei, ei, hi)),
                          np.concatenate((ex, hx, hx)),
                          np.concatenate((ei, hi, hi)))
    return pairs.mean(), pairs.std(ddof=1) / np.sqrt(number)


def dead_space_gains(a, b, width, dead, cells):
    """Gains when a carrier cannot ionise within 'dead' of its start."""
    h = width / cells
    m = int(round(dead / h))
    assert abs(m * h - dead) < 1e-9
    index = np.arange(cells + 1)
    steps = index[None, :] - index[:, None] - m

    def kernel(rate):
        k = np.where(steps >= 0,
                     rate * h * np.exp(-rate * h * np.maximum(steps, 0)), 0)
        k[steps == 0] *= 0.5
        k[:, -1] *= 0.5
        if cells - m >= 0:
            k[cells - m, -1] = 0
        free = np.exp(-rate * h * np.maximum(cells - index - m, 0))
        return k, free
    ke, fe = kernel(a)
    kh, fh = kernel(b)
    kh, fh = kh[::-1, ::-1], fh[::-1]
    eye = np.eye(cells + 1)
    matrix = np.block([[eye - 2 * ke, -ke], [-kh, eye - 2 * kh]])
    carriers = np.linalg.solve(matrix, np.concatenate((fe, fh)))
    return np.array([(1 + carriers[0]) / 2, (1 + carriers[-1]) / 2])


# Main result
Mn, Mp, W = 4.0, 2.0, 1.0
alpha, beta = recover(Mn, Mp, W)
delta = alpha - beta
inv_n, inv_p = inverse_gains(alpha, beta, W)
assert abs(1 / inv_n - Mn) < 1e-7 and abs(1 / inv_p - Mp) < 1e-7
assert abs(alpha * 1e4 - 10400) < 50 and abs(beta * 1e4 - 3470) < 5

# Event simulation, including a pair born in the middle
rng = np.random.default_rng(12345)
mc_n = simulate(alpha, beta, W, 0.0, None, 200000, rng)
mc_p = simulate(alpha, beta, W, None, W, 200000, rng)
mc_mid = simulate(alpha, beta, W, W / 2, W / 2, 200000, rng)
gain_mid = Mn * np.exp(-delta * W / 2)
for (mean, error), expected in ((mc_n, Mn), (mc_p, Mp), (mc_mid, gain_mid)):
    assert abs(mean - expected) < 4.5 * error

# Recovery of other pairs, hole-dominated and equal cases included
for a, b, w in ((0.8, 0.1, 1.3), (0.2, 0.9, 1.1), (0.5, 0.5, 1.2)):
    i_n, i_p = inverse_gains(a, b, w)
    assert i_n > 0 and i_p > 0
    assert np.allclose(recover(1 / i_n, 1 / i_p, w), (a, b), rtol=1e-6)

# Breakdown width, and the estimate that ignores feedback
W_break = np.log(alpha / beta) / delta
W_root = brentq(lambda w: inverse_gains(alpha, beta, w)[1], 1.0, 2.0)
assert abs(W_break - W_root) < 1e-7
naive_a, naive_b = np.log(Mn) / W, np.log(Mp) / W
naive_inverse = inverse_gains(naive_a, naive_b, W)[0]
assert abs(naive_inverse) < 1e-8

# A varying field with constant beta/alpha keeps the ratio rule
i_n, i_p = inverse_gains(lambda x: 0.6 + 0.7 * x**2,
                         lambda x: 0.3 * (0.6 + 0.7 * x**2), W)
assert abs((1 / i_p - 1) / (1 / i_n - 1) - 0.3) < 1e-7

# Rough silicon-like parameters for sizing neglected effects
field = 0.3                     # MV/cm
volts_per_um = field * 100
threshold = 1.8                 # eV
b_n, b_p = 1.2, 2.0             # MV/cm, in exp(-b/field)
doping, eps_r = 1e15, 11.7      # 1/cm^3, relative permittivity
q, hbar = const.e, const.hbar
eps = eps_r * const.epsilon_0

# Dead space
dead = threshold / volts_per_um
local = dead_space_gains(alpha, beta, W, 0.0, 200)
assert np.allclose(local, (Mn, Mp), rtol=1e-3)
fit = root(lambda v: dead_space_gains(v[0], v[1], W, dead, 200) - (Mn, Mp),
           [alpha, beta])
assert fit.success
active_a, active_b = fit.x
assert np.allclose(dead_space_gains(active_a, active_b, W, dead, 400),
                   (Mn, Mp), rtol=1e-3)
path_a, path_b = 1 / (1 / active_a + dead), 1 / (1 / active_b + dead)

# Field slope from background doping
field_step = q * doping * 1e6 * W * 1e-6 / eps / 1e8    # MV/cm
slope_rows = []
for sign in (1, -1):
    def local_field(x, s=sign):
        return field + s * field_step * (x / W - 0.5)

    def a_x(x):
        return alpha * np.exp(-b_n * (1 / local_field(x) - 1 / field))

    def b_x(x):
        return beta * np.exp(-b_p * (1 / local_field(x) - 1 / field))
    i_n, i_p = inverse_gains(a_x, b_x, W)
    assert i_n > 0 and i_p > 0
    got = recover(1 / i_n, 1 / i_p, W)
    mean = quad(a_x, 0, W)[0] / W, quad(b_x, 0, W)[0] / W
    assert abs((got[0] - got[1]) - (mean[0] - mean[1])) < 1e-7
    slope_rows.append((sign, 100 * (got[0] / mean[0] - 1),
                       100 * (got[1] / mean[1] - 1)))

# Impure injection: 5 % of the primaries are of the other kind
impurity = 0.05
mixed_n = (1 - impurity) * Mn + impurity * Mp
mixed_p = (1 - impurity) * Mp + impurity * Mn
mixed_a, mixed_b = recover(mixed_n, mixed_p, W)

# Temperature rise, through a phonon-limited mean free path
T0, rise, phonon = 300.0, 10.0, 0.063                   # K, K, eV
kB = const.k / q


def free_path(T):
    return np.tanh(phonon / (2 * kB * T))


stretch = free_path(T0) / free_path(T0 + rise) - 1
hot_a = alpha * np.exp(-b_n / field * stretch)
hot_b = beta * np.exp(-b_p / field * stretch)
hot_inv = inverse_gains(hot_a, hot_b, W)

# Mobile space charge: upper bound on the field change
current, speed = 1.0, 1e7                               # A/cm^2, cm/s
charge_field = current * W * 1e-4 / (speed * eps / 100)  # V/cm
charge_alpha = 100 * b_n / field * charge_field / (field * 1e6)

# Band-to-band tunnelling: two-band barrier, Bloch attempt rate
gap, mass, lattice = 1.12, 0.2, 0.543                   # eV, m_e, nm
F_SI = field * 1e8


def decay(energy):
    return np.sqrt(2 * mass * const.m_e * q * energy
                   * (gap - energy) / gap) / hbar


exponent = 2 * quad(decay, 0, gap)[0] / F_SI
attempt = q * F_SI * lattice * 1e-9 / const.h
electrons = 32 / (lattice * 1e-7)**3                    # 1/cm^3
tunnel = q * electrons * attempt * np.exp(-exponent) * W * 1e-4

print(f"Gains Mn, Mp: {Mn:.1f}, {Mp:.1f}; width: {W:.1f} um")
print(f"ln(Mn/Mp): {np.log(Mn/Mp):.5f}")
print(f"alpha - beta: {delta*1e4:.1f} /cm; beta/alpha: {beta/alpha:.5f}")
print(f"alpha: {alpha*1e4:.1f} /cm = {alpha:.5f} /um")
print(f"beta: {beta*1e4:.1f} /cm = {beta:.5f} /um")
print(f"Mean ionisation path, electron: {1/alpha:.3f} um")
print(f"Mean ionisation path, hole: {1/beta:.3f} um")
print(f"Current equations, Mn, Mp: {1/inv_n:.6f}, {1/inv_p:.6f}")
print(f"Simulated Mn: {mc_n[0]:.3f} +- {mc_n[1]:.3f}")
print(f"Simulated Mp: {mc_p[0]:.3f} +- {mc_p[1]:.3f}")
print(f"Mid-region pair gain, formula: {gain_mid:.3f}")
print(f"Mid-region pair gain, simulated: {mc_mid[0]:.3f} +- {mc_mid[1]:.3f}")
print(f"Breakdown width at these coefficients: {W_break:.3f} um")
print(f"No-feedback alpha, beta: {naive_a*1e4:.0f}, {naive_b*1e4:.0f} /cm")
print(f"Size of 1/Mn they imply: {abs(naive_inverse):.1e}")
print(f"Field: {field:.2f} MV/cm; voltage: {volts_per_um*W:.0f} V")
print(f"Threshold: {threshold:.1f} eV; dead space: {dead*1000:.0f} nm")
print(f"Past-threshold alpha: {active_a*1e4:.0f} /cm")
print(f"Past-threshold beta: {active_b*1e4:.0f} /cm")
print(f"Inverse mean path with dead space, electron: {path_a*1e4:.0f} /cm")
print(f"Inverse mean path with dead space, hole: {path_b*1e4:.0f} /cm")
print(f"Activation fields, electron, hole: {b_n:.1f}, {b_p:.1f} MV/cm")
print(f"Doping: {doping:.0e} /cm3; relative permittivity: {eps_r:.1f}")
print(f"Field change across region: {field_step:.4f} MV/cm")
for sign, err_a, err_b in slope_rows:
    place = "x=W" if sign > 0 else "x=0"
    print(f"High field at {place}, recovered minus mean alpha: {err_a:+.2f} %")
    print(f"High field at {place}, recovered minus mean beta: {err_b:+.2f} %")
print(f"Impure injection: {100*impurity:.0f} %")
print(f"Impure gains Mn, Mp: {mixed_n:.2f}, {mixed_p:.2f}")
print(f"Impure alpha: {mixed_a*1e4:.0f} /cm ({100*(mixed_a/alpha-1):+.1f} %)")
print(f"Impure beta: {mixed_b*1e4:.0f} /cm ({100*(mixed_b/beta-1):+.1f} %)")
print(f"Temperature: {T0:.0f} K; rise: {rise:.0f} K")
print(f"Phonon energy: {phonon*1000:.0f} meV")
print(f"Change of alpha on heating: {100*(hot_a/alpha-1):+.1f} %")
print(f"Change of beta on heating: {100*(hot_b/beta-1):+.1f} %")
print(f"Heated Mn, Mp: {1/hot_inv[0]:.2f}, {1/hot_inv[1]:.2f}")
print(f"Current density: {current:.1f} A/cm2; speed: {speed:.0e} cm/s")
print(f"Space-charge field bound: {charge_field:.1f} V/cm")
print(f"Resulting alpha change bound: {charge_alpha:.3f} %")
print(f"Gap: {gap:.2f} eV; tunnelling mass: {mass:.1f} m_e")
print(f"Lattice constant: {lattice:.3f} nm")
print(f"Tunnelling exponent: {exponent:.1f}")
print(f"Tunnelling current estimate: {tunnel:.1e} A/cm2")
print("all tests passed")
```

It prints:

```
Gains Mn, Mp: 4.0, 2.0; width: 1.0 um
ln(Mn/Mp): 0.69315
alpha - beta: 6931.5 /cm; beta/alpha: 0.33333
alpha: 10397.2 /cm = 1.03972 /um
beta: 3465.7 /cm = 0.34657 /um
Mean ionisation path, electron: 0.962 um
Mean ionisation path, hole: 2.885 um
Current equations, Mn, Mp: 4.000000, 2.000000
Simulated Mn: 4.014 +- 0.011
Simulated Mp: 2.002 +- 0.006
Mid-region pair gain, formula: 2.828
Mid-region pair gain, simulated: 2.828 +- 0.008
Breakdown width at these coefficients: 1.585 um
No-feedback alpha, beta: 13863, 6931 /cm
Size of 1/Mn they imply: 1.4e-13
Field: 0.30 MV/cm; voltage: 30 V
Threshold: 1.8 eV; dead space: 60 nm
Past-threshold alpha: 12639 /cm
Past-threshold beta: 3845 /cm
Inverse mean path with dead space, electron: 11748 /cm
Inverse mean path with dead space, hole: 3758 /cm
Activation fields, electron, hole: 1.2, 2.0 MV/cm
Doping: 1e+15 /cm3; relative permittivity: 11.7
Field change across region: 0.0155 MV/cm
High field at x=W, recovered minus mean alpha: -0.39 %
High field at x=W, recovered minus mean beta: -1.18 %
High field at x=0, recovered minus mean alpha: +0.39 %
High field at x=0, recovered minus mean beta: +1.18 %
Impure injection: 5 %
Impure gains Mn, Mp: 3.90, 2.10
Impure alpha: 9973 /cm (-4.1 %)
Impure beta: 3783 /cm (+9.2 %)
Temperature: 300 K; rise: 10 K
Phonon energy: 63 meV
Change of alpha on heating: -5.6 %
Change of beta on heating: -9.2 %
Heated Mn, Mp: 3.52, 1.81
Current density: 1.0 A/cm2; speed: 1e+07 cm/s
Space-charge field bound: 9.7 V/cm
Resulting alpha change bound: 0.013 %
Gap: 1.12 eV; tunnelling mass: 0.2 m_e
Lattice constant: 0.543 nm
Tunnelling exponent: 71.1
Tunnelling current estimate: 1.7e-18 A/cm2
all tests passed
```
